# Corrugation decay and the angular factor missing from s-wave STM tips

**Q.** A scanning tunnelling tip is a large object. Why should its current depend on the sample's wave functions at a single point?

**A.** It does so for one idealised tip. I use Hartree atomic units, zero bias, first-order tunnelling and a constant vacuum potential, with the same work function \(W\) for tip and sample. At the Fermi level both wave functions then obey \((\nabla^2-\kappa^2)\psi=0\) in the gap, with \(\kappa=\sqrt{2W}\). Bardeen's matrix element for a real tip function \(\chi\) is

\[
M=-\frac12\int_\Sigma(\chi\,\partial_z\psi-\psi\,\partial_z\chi)\,dS ,
\]

where the plane \(\Sigma\) separates the sample below from the tip above. An s tip centred at \(\mathbf r_0\) has \(\chi_0=e^{-\kappa r}/(\kappa r)\), with \(r\) measured from \(\mathbf r_0\). Continue this form, and the decaying form of \(\psi\), through the region above \(\Sigma\). This changes nothing on \(\Sigma\), and the continued tip function satisfies

\[
(\nabla^2-\kappa^2)\chi_0=-\frac{4\pi}{\kappa}\,\delta(\mathbf r-\mathbf r_0).
\]

Apply Green's theorem above \(\Sigma\). The outward normal there is \(-z\), and the distant surfaces contribute nothing because the functions decay:

\[
\int(\chi_0\nabla^2\psi-\psi\nabla^2\chi_0)\,dV
=-\int_\Sigma(\chi_0\partial_z\psi-\psi\partial_z\chi_0)\,dS=2M .
\]

On the left the \(\kappa^2\) terms cancel and the source leaves \(4\pi\psi(\mathbf r_0)/\kappa\). Hence \(M=(2\pi/\kappa)\,\psi(\mathbf r_0)\). The conductance is proportional to \(\sum_n|\psi_n(\mathbf r_0)|^2\delta(E_n-E_F)\), the Fermi-level density of states at the tip centre. This is the Tersoff-Hamann result.

**Q.** A wave with parallel wave vector \(G\) decays as \(e^{-\sqrt{\kappa^2+G^2}\,z}\). Does that fix how the corrugation decays?

**A.** Not in general, because the density is quadratic in the waves. A Bloch state in vacuum is a sum of terms \(c_{\mathbf q}e^{i\mathbf q\cdot\mathbf x-K_qz}\), where \(\mathbf q\) is the Bloch vector plus any surface reciprocal vector. Inserting one term in the wave equation gives \(-q^2+K_q^2-\kappa^2=0\), so \(K_q=\sqrt{\kappa^2+q^2}\).

The density component \(e^{i\mathbf G\cdot\mathbf x}\) comes from pairs \(\mathbf q\) and \(\mathbf q-\mathbf G\):

\[
c_{\mathbf q}c^*_{\mathbf q-\mathbf G}\,e^{-(K_q+K_{|\mathbf q-\mathbf G|})z}.
\]

To find the slowest pair, read \(K_q\) as the length of the three-component vector \((\kappa,\mathbf q)\). The triangle inequality gives

\[
K_q+K_{|\mathbf G-\mathbf q|}=|(\kappa,\mathbf q)|+|(\kappa,\mathbf G-\mathbf q)|
\ge|(2\kappa,\mathbf G)|=2\sqrt{\kappa^2+G^2/4}.
\]

Equality requires parallel vectors. Their first components are equal, so \(\mathbf q=\mathbf G-\mathbf q\), or \(\mathbf q=\mathbf G/2\). The uniform component contains pairs with equal \(\mathbf q\), which decay at \(2K_q\ge2\kappa\). If states near both \(\mathbf q=0\) and \(\mathbf q=\mathbf G/2\) are present at the Fermi level, the relative corrugation decays at the rate

\[
\gamma=2\sqrt{\kappa^2+\frac{G^2}{4}}-2\kappa .
\]

**Q.** You selected one point in \(\mathbf q\) space for each component. A single point has no weight in an integral.

**A.** Its neighbourhood has weight, and that sets the prefactor. Suppose the Fermi-level states fill areas of \(\mathbf q\) space, as projected bulk bands do, with smooth pair weights \(C_G(\mathbf q)\). Write \(K=K_{G/2}\) and \(\mathbf q=\mathbf G/2+\mathbf p\). The second derivatives of \(K_q\) are \(\delta_{ij}/K_q-q_iq_j/K_q^3\). Along \(\mathbf G\) this gives \(1/K-(G^2/4)/K^3=\kappa^2/K^3\), and across it \(1/K\). Adding the two waves of the pair cancels the linear terms:

\[
K_q+K_{|\mathbf q-\mathbf G|}\simeq2K+\frac{\kappa^2}{K^3}p_\parallel^2+\frac1K p_\perp^2 .
\]

The two Gaussian integrals multiply to

\[
\sqrt{\frac{\pi K^3}{\kappa^2z}}\sqrt{\frac{\pi K}{z}}=\frac{\pi K^2}{\kappa z}.
\]

For the uniform part set \(G=0\), so \(K\to\kappa\), which gives \(\pi\kappa/z\). The powers of \(z\) cancel in the ratio:

\[
\frac{I_G}{I_0}\to\frac{C_G(\mathbf G/2)}{C_0(0)}\,\frac{K^2}{\kappa^2}\,e^{-\gamma z}.
\]

**Q.** What if the required states are missing, or \(C_G(\mathbf G/2)\) vanishes?

**A.** Then this asymptotic form fails. At the zone edge, cosine-like and sine-like standing waves have products \(c_{\mathbf G/2}c^*_{-\mathbf G/2}\) of opposite sign, so equal contributions cancel the leading term. If smooth pair weights vanish only at that point and neighbouring pairs still contribute, the exponential rate remains \(\gamma\), but the ratio gains at least one extra factor \(1/z\). Missing states can change the rate itself.

If the zone-centre state alone contributes, the slowest modulated pair is \((0,\mathbf G)\), and the relative rate is

\[
\kappa+\sqrt{\kappa^2+G^2}-2\kappa=\sqrt{\kappa^2+G^2}-\kappa .
\]

This is the rate your question suggested. It exceeds \(\gamma\), since \(\mathbf q=0\) is not the minimum of the triangle inequality. For \(G\ll\kappa\), expanding the roots gives \(G^2/(2\kappa)\) here and \(\gamma\simeq G^2/(4\kappa)\). For \(G\gg\kappa\) the two rates approach \(G-\kappa\) and \(G-2\kappa\).

If zone-centre states are absent instead, the uniform part itself decays faster than \(e^{-2\kappa z}\). The relative corrugation can then decay more slowly than \(\gamma\), so \(\gamma\) is a guaranteed lower bound only when the uniform rate is \(2\kappa\).

**Q.** Can the claim be followed in a case without the Gaussian approximation?

**A.** Yes. Put a tail \(f=e^{-\kappa r}/(\kappa r)\) on every atom of a flat layer, form Bloch sums \(\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}f(\mathbf r-\mathbf R)\), and give every \(\mathbf k\) in the surface zone equal weight. This is a model choice, not a calculated metal. Averaging over \(\mathbf k\) removes products from different atoms, because the average of \(e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\) is \(\delta_{\mathbf R\mathbf R'}\). The density becomes \(\sum_{\mathbf R}f(\mathbf r-\mathbf R)^2\), with

\[
f^2=\frac{e^{-2\kappa r}}{\kappa^2r^2}=\frac1{\kappa^2}\int_{2\kappa}^{\infty}\frac{e^{-sr}}r\,ds .
\]

The function \(e^{-sr}/r\) has source \(-4\pi\delta(\mathbf r)\). Its parallel Fourier transform \(g\) therefore obeys \((\partial_z^2-Q^2)g=-4\pi\delta(z)\) with \(Q=\sqrt{s^2+G^2}\). The slope jump of \(-4\pi\) gives \(g=(2\pi/Q)e^{-Q|z|}\). With \(ds=Q\,dQ/s\) and cell area \(A\),

\[
I_G=\frac{2\pi}{A\kappa^2}\int_{2K}^{\infty}\frac{e^{-Qz}}{\sqrt{Q^2-G^2}}\,dQ .
\]

The lower limit is \(\sqrt{4\kappa^2+G^2}=2K\), where the square root equals \(2\kappa\). Expanding its inverse to first order about that limit gives

\[
I_G\simeq\frac{\pi e^{-2Kz}}{A\kappa^3z}\left(1-\frac{K}{2\kappa^2z}\right),\qquad
\frac{I_G}{I_0}\simeq e^{-\gamma z}\left(1-\frac{K-\kappa}{2\kappa^2z}\right).
\]

The second formula uses \(K\to\kappa\) for \(I_0\). In this model the leading coefficient is one.

**Q.** Put in numbers typical of a close-packed metal.

**A.** Take \(W=0.16\) hartree and a nearest-neighbour spacing \(a=5.4\) bohr. In inverse bohr, \(\kappa=\sqrt{0.32}=0.5657\) and \(G=4\pi/(\sqrt3\,a)=1.3436\). Then \(K=\sqrt{0.3200+0.4513}=0.8782\), and

\[
\gamma=2(0.8782)-2(0.5657)=0.625\ \text{bohr}^{-1}\quad(1.18\ \text{Å}^{-1}).
\]

Real-space lattice sums between \(z=18\) and 20 bohr give 0.6242 against the formula's 0.6251. The \(1/z\) correction above lowers the mean rate over that interval by about 0.0014, against an observed shortfall of 0.0008 before rounding: the sign is right, but this first-order term overshoots by about two thirds. With the zone-centre state alone, sums between 10 and 12 bohr give 0.8921, as the other formula does.

**Q.** An instrument records height, not a Fourier ratio. How large is the height difference?

**A.** On a hexagonal layer six shortest reciprocal vectors share the same \(I_G\). Their cosines add to 6 on top of an atom. In the hollow each phase is \(\pm2\pi/3\) or \(\pm4\pi/3\), so each cosine is \(-1/2\) and the sum is \(-3\). Equal current at height \(z\) on top and \(z-\Delta z\) in the hollow requires, to first order,

\[
I_0+6I_G=I_0+\lambda I_0\,\Delta z-3I_G,\qquad \lambda=-\frac{d\ln I_0}{dz}.
\]

Therefore

\[
\Delta z=\frac{9}{\lambda}\frac{I_G}{I_0}\to\frac{9}{2\kappa}\,e^{-\gamma z}.
\]

Heights are measured from the top-layer nuclei to the tip-orbital centre. At \(z=10\) bohr the far formula gives \(9e^{-6.251}/1.131=0.0153\) bohr. Solving for equal current in the lattice model gives 0.0137 bohr, or 0.73 pm.

Measured corrugations on close-packed metals can be roughly 10 pm, and values several times larger have been reported, for example on Al(111); those would require smaller heights for every tip in this model. For comparison I use 0.2 bohr, or 10.6 pm. The s tip reaches it at \(z=5.6\) bohr (3.0 Å), close to the atomic spacing in the metal. Weak, first-order tunnelling is no longer a safe assumption there.

A blunt tip makes matters worse if its s centre lies at the centre of curvature, well behind its surface. Moving that centre back by 4 bohr multiplies the far corrugation by \(e^{-4\gamma}=0.082\).

**Q.** So the decay rate must be wrong.

**A.** The rate can stand while the amplitude changes. Consider axial tip orbitals \(\chi_l=k_l(u)P_l(\cos\theta)\), with \(u=\kappa r\), \(k_0=e^{-u}/u\), \(k_1=-k_0'=(1+1/u)k_0\) and \(k_2=k_0+3k_1/u\). Since \(\partial_zk_0=\kappa\cos\theta\,k_0'\), the p\(_z\) orbital is \(\chi_1=-\kappa^{-1}\partial_z\chi_0\).

For d\(_{z^2}\), use the radial equation \(k_0''=k_0-2k_0'/u\):

\[
\begin{aligned}
\frac{\partial_z^2k_0}{\kappa^2}-\frac{k_0}{3}
&=\cos^2\theta\,k_0''+(1-\cos^2\theta)\frac{k_0'}u-\frac{k_0}{3}\\
&=\left(\cos^2\theta-\tfrac13\right)\left(k_0-\frac{3k_0'}u\right)=\tfrac23P_2k_2 .
\end{aligned}
\]

Thus \(\chi_2=\frac32(\kappa^{-2}\partial_z^2-\frac13)\chi_0\). In Green's theorem the same derivatives now act on the delta function. Integration by parts moves them to \(\psi\), with a minus sign for each derivative. On a wave of parallel vector \(\mathbf q\), \(\partial_z\psi=-K_q\psi\), so

\[
\begin{aligned}
M_1&=\frac{2\pi}{\kappa}\,\frac{\partial_z\psi}{\kappa}=-\frac{2\pi}{\kappa}\frac{K_q}{\kappa}\,\psi(\mathbf r_0),\\
M_2&=\frac{2\pi}{\kappa}\,\frac12\left(\frac{3K_q^2}{\kappa^2}-1\right)\psi(\mathbf r_0).
\end{aligned}
\]

For \(l=0,1,2\) the rule is \(M_l=(-1)^l(2\pi/\kappa)P_l(K_q/\kappa)\psi(\mathbf r_0)\). Direct quadrature of Bardeen's integral at four values of \(q\) agrees within one part in \(10^5\).

A wave with larger \(q\) falls faster with height. A tip that responds to derivatives therefore gives it more weight relative to the uniform wave. The factor does not depend on \(z\), so the asymptotic rate remains \(\gamma\).

**Q.** How much amplitude does the s tip miss?

**A.** At \(\mathbf q=\mathbf G/2\) both waves of the pair carry \(P_l(K/\kappa)\), while the uniform part carries \(P_l(1)=1\). The far enhancement is \(P_l(K/\kappa)^2\):

\[
\text{p}_z:\ 1+\frac{G^2}{4\kappa^2}=2.41,\qquad
\text{d}_{z^2}:\ \left(1+\frac{3G^2}{8\kappa^2}\right)^2=(3.115)^2=9.7 .
\]

If the zone-centre state alone contributes, one wave of the pair has factor one. The d\(_{z^2}\) enhancement is then the unsquared \(P_2(K_G/\kappa)=9.5\), with the faster decay found earlier.

**Q.** Does the full factor of 9.7 appear at working heights?

**A.** No. The corrugation ratio d\(_{z^2}\)/s is 5.5 at 8 bohr, 6.1 at 10 bohr and 6.9 at 14 bohr. The reason is the spread of \(\mathbf q\) around each minimum. In the uniform part the weight \(e^{-p^2z/\kappa}\) has \(\langle p^2\rangle=\kappa/z\), so

\[
\left\langle\left(1+\frac{3p^2}{2\kappa^2}\right)^2\right\rangle\simeq1+\frac{3}{\kappa z}.
\]

At 10 bohr this is 1.53: the d\(_{z^2}\) tip also enhances the uniform background.

For the modulated part let \(E=P_2(K/\kappa)=3.115\). The two waves have \(K_\pm^2=K^2+p^2\pm Gp_\parallel\), and their factors multiply to

\[
E^2+\frac{3E}{\kappa^2}p^2-\frac{9G^2}{4\kappa^4}p_\parallel^2+\dots
\]

The Gaussian gives \(\langle p_\parallel^2\rangle=K^3/(2\kappa^2z)\) and \(\langle p_\perp^2\rangle=K/(2z)\). With \(z\) in bohr, the two corrections are about \(+44/z\) and \(-42/z\), so they nearly cancel. This is particular to the present \(G/\kappa\): with \(x=K/\kappa\) their sum is \((6x^3-\tfrac94x^5-\tfrac34x)/(\kappa z)\), which is about \(1.8/z\) here but \(3/(\kappa z)\) at \(G=0\). The estimate at 10 bohr is thus about \(9.7/1.53=6.3\), near the computed 6.1. This estimate is first order in \(1/z\). The omitted \(p^4\) terms alone would add about 0.14 to 1.53 and about 1.1 to 9.7, and they largely cancel in the ratio. The height difference also contains \(1/\lambda\), and at 10 bohr \(\lambda\) is about 4% larger for the d\(_{z^2}\) tip, which lowers the corrugation ratio slightly.

**Q.** Is the remaining gain enough to matter?

**A.** At 8 bohr the s tip gives 2.5 pm and the d\(_{z^2}\) tip 13.8 pm. The comparison value of 10.6 pm is reached at 5.6 bohr for s, 6.8 bohr for p\(_z\) and 8.5 bohr (4.5 Å) for d\(_{z^2}\). The angular factor therefore moves the required tip centre outward by nearly 3 bohr. It does not produce such a corrugation at every height: at 12 bohr even the d\(_{z^2}\) tip gives only 1.4 pm.

**Q.** Why, then, can an s tip describe surfaces with longer periods?

**A.** Both difficulties shrink with \(G\). Doubling the period gives \(G=0.672\) bohr\(^{-1}\) and \(\gamma=0.184\) bohr\(^{-1}\). At 12 bohr the factor \(e^{-\gamma z}\) is 0.11, against \(5.5\times10^{-4}\) for the short period. The far d\(_{z^2}\) enhancement is 2.3 instead of 9.7, and it tends to one as \(G\to0\). The s tip then loses less amplitude, and the signal it has to describe is much larger.

**Q.** Does a large measured corrugation prove that the tip ends in a d\(_{z^2}\) orbital?

**A.** No. The calculation shows that the missing angular factor is sufficient to bring this model to a corrugation of about 10 pm at a close but less extreme distance. It does not identify the orbital on a given tip. Tip-sample forces, atomic relaxation, multiple scattering and orbitals with \(m\ne0\) are left out, and a real metal does not weight all \(\mathbf k\) equally. Separating these causes needs a calculation of the actual tip and surface. The numerical output below gives the model values at each height.

## Table of computed values

```
work function = 0.16 hartree (= 4.35 eV)
nearest-neighbour spacing = 5.40 bohr
kappa = 0.5657 1/bohr
G = 1.3436 1/bohr
K at q=G/2 = 0.8782 1/bohr
gamma, formula = 0.6251 1/bohr (= 1.181 1/angstrom)
gamma, lattice sums z=18 to 20 bohr = 0.6242 1/bohr
zone-centre-only rate, formula = 0.8921 1/bohr
zone-centre-only rate, lattice sums = 0.8921 1/bohr
s tip: ideal enhancement = 1.000, computed at z=4000 bohr = 1.000 (no unit)
p_z tip: ideal enhancement = 2.410, computed at z=4000 bohr = 2.409 (no unit)
d_z2 tip: ideal enhancement = 9.706, computed at z=4000 bohr = 9.692 (no unit)
d_z2 zone-centre-only enhancement = 9.462 (no unit)
z=8 bohr: corrugation s, p_z, d_z2 = 0.04688, 0.09758, 0.26004 bohr; d_z2/s = 5.55
  far formula for s = 0.05356 bohr; s = 2.481 pm, d_z2 = 13.761 pm
z=10 bohr: corrugation s, p_z, d_z2 = 0.01373, 0.02932, 0.08393 bohr; d_z2/s = 6.11
  far formula for s = 0.01534 bohr; s = 0.727 pm, d_z2 = 4.442 pm
z=12 bohr: corrugation s, p_z, d_z2 = 0.00400, 0.00869, 0.02626 bohr; d_z2/s = 6.57
  far formula for s = 0.00440 bohr; s = 0.211 pm, d_z2 = 1.390 pm
z=14 bohr: corrugation s, p_z, d_z2 = 0.00116, 0.00255, 0.00802 bohr; d_z2/s = 6.93
  far formula for s = 0.00126 bohr; s = 0.061 pm, d_z2 = 0.425 pm
comparison corrugation = 0.2 bohr (= 10.6 pm)
s tip reaches it at z = 5.62 bohr (= 2.98 angstrom)
p_z tip reaches it at z = 6.79 bohr (= 3.60 angstrom)
d_z2 tip reaches it at z = 8.47 bohr (= 4.48 angstrom)
s centre moved back by 4 bohr: far corrugation factor = 0.0821 (no unit)
doubled period: G = 0.6718 1/bohr, gamma = 0.1844 1/bohr
doubled period: ideal d_z2 enhancement = 2.337 (no unit)
exp(-gamma z) at z=12 bohr: short period = 5.525e-04, doubled period = 1.094e-01 (no unit)
```
